Surface electric field of a metal after a sudden magnetic field step

**Question**

A metal fills the half-space z > 0. It obeys Ohm's law with conductivity σ, has permeability μ, and contains no field at first. At t = 0 a tangential magnetic field H0 is switched on at its face and then held constant. I am asked to show that the electric field at the surface decays as

E(0,t) = H0 √(μ/(πσt)).

I can see that the magnetic field obeys a diffusion equation, but three things stop me. I do not know how to solve it with a step at the boundary, since separating variables leaves me with a continuum of modes. I do not see why E should decay at all when H at the surface is constant. And the answer is infinite at t = 0, which looks like a mistake.

The background is interconnects: I would like to know whether the formula means anything for a metal plane a few micrometres thick, on a picosecond scale.

**Answer**

The formula is right for an Ohmic half-space without displacement current. No mode expansion is needed, because the problem contains no length of its own. The infinity belongs to the idealisation, and it can be traced.

**The equations and their signs**

Let z point into the metal, with H along y and E along x, both depending on z and t alone. Then E × H points along +z, so energy flows inward when both are positive. The needed curl components are

(curl H)_x = −∂H/∂z,  (curl E)_y = ∂E/∂z.

Ampère's law without displacement current, with J = σE, and Faraday's law become

σE = −∂H/∂z,
∂E/∂z = −μ ∂H/∂t.

Differentiate the first with respect to z and insert the second:

−∂²H/∂z² = σ ∂E/∂z = −μσ ∂H/∂t.

Hence

∂H/∂t = D ∂²H/∂z², D = 1/(μσ).

The conditions are H(z,0) = 0, H(0,t) = H0 for t > 0, and H → 0 at great depth.

**Why one variable is enough**

The solution is unique. The difference w of two solutions vanishes at the face, at great depth and, in the mean-square sense, as t → 0. Multiply its diffusion equation by w and integrate by parts:

d/dt ∫ ½w² dz = D ∫ w ∂²w/∂z² dz = −D ∫ (∂w/∂z)² dz ≤ 0.

The integral of w² starts at zero, cannot grow and cannot be negative, so w = 0.

Now stretch the coordinates. If H(z,t) is the solution, H(bz, b²t) satisfies the same equation and the same conditions for any b > 0. By uniqueness the two are equal. Choosing b = 1/(2√(Dt)) fixes the second argument at 1/(4D), which leaves

H = H0 f(u), u = z/(2√(Dt)).

Since ∂u/∂t = −u/(2t) and ∂u/∂z = 1/(2√(Dt)), the diffusion equation gives

−(u/(2t)) f′ = D f″/(4Dt),

and multiplication by 4t gives

f″ + 2u f′ = 0.

This is a first-order equation for f′, solved by f′ = C exp(−u²). With f(0) = 1,

f(u) = 1 + C ∫₀ᵘ exp(−v²) dv.

The integral tends to √π/2, so f(∞) = 0 requires C = −2/√π. The result is the complementary error function, H = H0 erfc(u).

**The surface field**

The current density is

J = −∂H/∂z = −H0 f′(u)/(2√(Dt)) = H0 exp(−z²/(4Dt))/√(πDt).

Set z = 0, divide by σ and use 1/D = μσ:

E(0,t) = H0/(σ√(πDt)) = (H0/σ) √(μσ/(πt)) = H0 √(μ/(πσt)).

This also answers your second point. Integrating J = −∂H/∂z over all depths gives

∫₀^∞ J dz = H(0,t) − H(∞,t) = H0.

A constant surface H therefore fixes the total current per unit width, not the current density. The same current spreads over an equivalent depth

δ = √(πDt), with J(0,t) δ = H0.

As δ grows like √t, the surface current density falls like 1/√t, and E = J/σ falls with it.

The energy balance shows what the source is doing. It delivers the power H0 E(0,t) = H0²/(σδ) per unit area. The Joule heat per unit area and time is

∫₀^∞ J²/σ dz = (H0²/(σδ²)) ∫₀^∞ exp(−z²/(2Dt)) dz = (H0²/(σδ²)) √(πDt/2) = H0²/(√2 σδ).

So a fraction 1/√2, about 71 %, of the delivered power becomes heat, and the rest builds up magnetic energy.

**The same result by Laplace transform**

This second route makes it easy to change the material law. Mark transforms by a tilde and put k = √(s/D). The transformed diffusion equation is ∂²H̃/∂z² = k²H̃, and the decaying solution is H̃ = (H0/s) exp(−kz). Thus

J̃(z,s) = −∂H̃/∂z = H0 exp(−kz)/√(sD),
Ẽ(0,s) = J̃(0,s)/σ = H0 √(μ/(σs)).

With t = y²,

∫₀^∞ exp(−st)/√(πt) dt = (2/√π) ∫₀^∞ exp(−sy²) dy = 1/√s,

so 1/√s belongs to 1/√(πt), and the surface field is recovered.

**What happens to the infinity at t = 0**

Two omitted effects matter at early times. Take them one at a time.

First keep Ohm's law but restore the displacement current, with permittivity ε. Ampère's law then contains σE + ε ∂E/∂t. As E is zero before the step, σ is replaced by σ + εs in the transform:

Ẽ(0,s) = H0 √(μ/(s(σ + εs))) = H0 √(μ/ε)/√(s(s+a)), a = σ/ε.

To invert this, consider

g(t) = exp(−at/2) I0(at/2) = (1/π) ∫₀^π exp[−(at/2)(1 − cos θ)] dθ,

where I0 is the modified Bessel function in its integral form. Its transform is

g̃(s) = (1/π) ∫₀^π dθ/(A − B cos θ), A = s + a/2, B = a/2.

The substitution w = tan(θ/2) turns the integral into

∫₀^∞ 2 dw/[(A − B) + (A + B)w²] = π/√(A² − B²).

Since A² − B² = s(s + a), g̃ = 1/√(s(s+a)). Therefore

E(0,t) = H0 √(μ/ε) exp(−q) I0(q), q = σt/(2ε).

This starts at the finite value H0 √(μ/ε), the field of a wave entering the medium before conduction has acted.

For late times put v = 1 − cos θ in the integral for g. Then dθ = dv/√(v(2 − v)), and small v dominates:

g ≈ (1/(π√2)) ∫₀^∞ exp(−atv/2) v^(−1/2) (1 + v/4) dv = (1/√(πat)) [1 + 1/(4at)].

With a = σ/ε the leading term is your formula, and the relative correction is +ε/(4σt).

In a good metal, however, Ohm's law itself is already invalid at times well above ε/σ. Carriers with relaxation time τ obey, in the Drude model,

τ ∂J/∂t + J = σE.

Now drop the displacement current again, to see the effect of inertia alone. The conductivity becomes σ/(1 + sτ), and with a redefined as 1/τ,

Ẽ(0,s) = H0 √(μ(1 + sτ)/(σs)) = H0 √(μτ/σ) (s + a)/√(s(s+a)).

The last factor is (s + a)g̃. Because g(0) = 1, the transform of dg/dt is sg̃ − 1, so (s + a)g̃ is 1 plus the transform of dg/dt + ag. The 1 is an impulse at t = 0: in this model, carriers with inertia have to be given a finite current at once. For t > 0, using dI0/dp = I1,

E(0,t) = (H0/2) √(μ/(στ)) exp(−p) [I0(p) + I1(p)], p = t/(2τ).

The late form of g gives

ag + dg/dt ≈ √(a/(πt)) [1 + 1/(4at) − 1/(2at)] = √(a/(πt)) [1 − 1/(4at)].

The relative correction is thus −τ/(4t). The 1/√t law needs t to be much longer than both ε/σ and τ.

With both effects together, σ is replaced by σ/(1 + sτ) + εs. For τ well above ε/σ this vanishes at complex s with real part −1/(2τ). A sudden step therefore also excites plasma oscillations, whose amplitude falls as exp(−t/(2τ))/√t after the first few periods; the extra 1/√t appears because these zeros stand under a square root and are branch points of Ẽ, not poles. The inertia formula describes the field only after the oscillations have died out.

**A plane of finite thickness**

Let the plane have thickness d and let its return current run on one side. Then H = H0 on the face towards the return and H = 0 on the back face. The transformed solution is

H̃ = (H0/s) sinh[k(d − z)]/sinh(kd),

and its slope at the face gives

Ẽ(0,s) = (H0 k/(σs)) coth(kd) = (H0 k/(σs)) [1 + 2 Σ exp(−2nkd)], n = 1, 2, …

The half-space solution already tells us how to invert each term: H0 exp(−kz)/√(sD) belongs to H0 exp(−z²/(4Dt))/√(πDt). Put z = 2nd:

E(0,t) = H0 √(μ/(πσt)) [1 + 2 Σ exp(−n²d²/(Dt))].

The back face stops the current from spreading, so the field lies above the half-space law. For t much longer than d²/D, small s matters, k coth(kd) → 1/d, and E → H0/(σd). That is the direct-current value, with the current spread evenly. It is reached sooner than d²/D suggests: the nearest pole of coth(kd) away from zero, at kd = iπ, lies at s = −π²D/d², so the approach has the time constant d²/(π²D), about a tenth of d²/D.

**A source that needs time to rise**

If the surface field rises linearly during a time t_r, the response is the average of steps begun between 0 and t_r. For t ≥ t_r,

E(0,t) = (H0/t_r) √(μ/(πσ)) ∫₀^{t_r} dt′/√(t − t′) = H0 √(μ/(πσt)) F,
F = 2√t [√t − √(t − t_r)]/t_r.

At the end of the ramp F = 2. For t much longer than t_r, expanding the root gives F ≈ 1 + t_r/(4t).

**Numbers for a rhodium plane**

Take a broad rhodium plane 3 µm thick, carrying 10 mA per µm of width, so H0 = 10 mA/µm. Rough values near room temperature are a resistivity ρ = 1/σ of 5 µΩ cm, a mean free path of 7 nm and a carrier speed of 7 × 10⁵ m/s. With μ = μ₀, the diffusivity is D = ρ/μ₀ = 398 cm²/s. At 10 ps, in SI units,

E = 10⁴ × √(4π × 10⁻⁷ × 5 × 10⁻⁸/(π × 10⁻¹¹)) = 447 V/m = 4.47 V/cm.

The half-space law with a sudden step gives:

- 1 ps: E = 14.1 V/cm, J = 2.83 MA/cm², δ = 0.35 µm
- 10 ps: E = 4.47 V/cm, J = 0.89 MA/cm², δ = 1.12 µm
- 100 ps: E = 1.41 V/cm, J = 0.28 MA/cm², δ = 3.54 µm

Each tenfold increase in time divides E by √10. Now let the source rise in 1 ps, with time counted from the start of the ramp. At 1 ps the field is twice the listed value; at 10 ps it is 2.6 % higher, and at 100 ps 0.25 % higher in a half-space (only about 0.06 % in the 3 µm plane, where the field has nearly stopped changing by then). The back face acts at the other end. The diffusion time d²/D is 226 ps, and the time constant d²/(π²D) is 23 ps. The effect of the back face is negligible at 10 ps, but at 100 ps it raises the field by 21 %, to within 2.5 % of the direct-current value of 1.67 V/cm, and δ already exceeds the thickness. For this plane and this source, the simple law is therefore good to a few per cent around 10 ps, at fixed resistivity.

The microscopic limits are further away. The relaxation time is τ = 7 nm/(7 × 10⁵ m/s) = 10 fs, and after a sudden step carrier inertia lowers the field by 0.25 % at 1 ps and by 0.025 % at 10 ps. With the 1 ps ramp the figure at 10 ps is nearly the same, but the one at 1 ps does not apply, because the slope of the source changes abruptly there. The time ε₀/σ is only 0.44 as, far below τ, so the Ohmic formula with displacement current does not describe the first attoseconds in rhodium. Ohm's law in its local form also needs δ to be much larger than the mean free path. Their ratio, 7 nm/δ, is 2 % at 1 ps and 0.6 % at 10 ps; it indicates how well the condition is met and is not itself the error in E.

Self-heating is small here. The heating rate per volume at the surface is J²/σ = μH0²/(πt). Its time integral grows as a logarithm and needs an early cutoff, for which τ is a reasonable choice. With a heat capacity C of roughly 3 J/(cm³ K) and no heat conduction,

ΔT ≈ μ₀H0² ln(t/τ)/(πC) ≈ 0.09 mK at 10 ps.

This is a size estimate for a sudden step: the cutoff is rough (integrating the Drude surface current from t = 0 gives about 0.13 mK, and with the 1 ps ramp about 0.07 mK), and electrons and lattice need not share one temperature so soon.

**How this compares with real interconnects**

Rhodium is of interest for very narrow lines, and 3 µm is far thicker than such lines; I chose it to leave room for diffusion. A 1 ps edge is also fast for on-chip digital signals. The edge time matters a great deal: with a 10 ps edge, the field at 10 ps would be twice the step value, because F = 2 at the end of a linear ramp as long as the back face has no effect. Operating temperature matters too. With a rough resistivity coefficient of 0.004 per K, a plane 80 K warmer has 1.32 times the resistivity. Since E varies as √ρ, the 10 ps field rises by 15 % to 5.1 V/cm, with H0 held fixed. Deposited films can have a higher resistivity than the bulk metal, and the same square root applies as long as the back face has no effect; at late times the field H0/(σd) is proportional to ρ instead. A real plane also has edges, where H is not uniform; the one-dimensional calculation does not cover them.
